**Core-density error of a fragment cut from an insulating chain**

The program tests the result that one cut changes the occupation at distance \(d\) from the first deleted site \(p\) by \(s_pf(d)\), with \(f(d)\simeq\frac12\sqrt{\tanh\kappa_0/(\pi d)}\,e^{-2\kappa_0d}\) at large \(d\). Here \(s_p=\pm1\) is the sign of the site energy \(\pm\Delta\) at \(p\), \(t\) is the hopping strength, and \(\sinh\kappa_0=\Delta/2t\); with \(b\) buffer sites, the core edge has \(d=b+1\). It asserts the round-trip form of the Dyson equation on a random layered Hamiltonian, and the closed bulk Green's function against sums over ring eigenstates. It also asserts that diagonalized half chains agree with the integral for \(f(d)\) to within \(10^{-12}\) electrons, and that an energy line away from midgap gives the same error at \(d=12\). Further assertions cover the large-distance law with its first correction, fragments with two cuts, and the end level left by cutting a strong bond. For \(t=2\) eV and \(\Delta=1.5\) eV, the output shows a decay rate of 0.733 per site after the factor \(d^{-1/2}\) is removed, against \(2\kappa_0=0.7334\). A buffer of 14 sites brings the largest core error below \(10^{-6}\) electrons per spin orbital. In the chain with alternating hoppings, filling the end level at \(+\Delta\) lowers the rate from 0.898 per site (after the factor \(d^{-1/2}\) is removed) to 0.511 per site.

## Program and output

```python
"""Core-density error of a divide-and-conquer fragment in an insulating chain.

Result under test: cutting the chain changes the occupation of a site at
distance d from the first deleted site p by  s_p * f(d), where
  f(d) = (Delta/2pi) Int dw exp(-2 kappa(iw) d) / (W sqrt(W^2 + 4 t^2)),
  W^2 = Delta^2 + w^2,  sinh kappa(iw) = W / (2 t),
and for large d
  f(d) -> (1/2) sqrt(tanh kappa0 / (pi d)) exp(-2 kappa0 d),
  sinh kappa0 = Delta / (2 t).
Symbols: site energies s_n*Delta with s_n = (-1)^n, hopping -t (eV);
distances in sites; occupations per spin orbital; mu = chemical potential;
b = number of buffer sites on each side of the core, so d = b + 1 at its edge.
"""
import numpy as np

HOP = 2.0        # t, eV
DELTA = 1.5      # half of the band gap, eV
CORE = 6         # core sites
RING = 400       # sites of the ring that stands for the infinite chain
TARGET = 1e-6    # wanted occupation error


def sign(n):
    return 1 - 2 * (np.asarray(n) % 2)


def open_chain(first, last, hop_even=HOP, hop_odd=HOP):
    """Sites first..last; hop_even joins an even site n to n+1."""
    n = np.arange(first, last + 1)
    hops = np.where(n[:-1] % 2 == 0, hop_even, hop_odd)
    return np.diag(DELTA * sign(n)) - np.diag(hops, 1) - np.diag(hops, -1)


def ring_chain(hop_even=HOP, hop_odd=HOP):
    h = open_chain(0, RING - 1, hop_even, hop_odd)
    h[0, -1] = h[-1, 0] = -hop_odd
    return h


def projector(h, mu=0.0):
    e, u = np.linalg.eigh(h)
    occupied = u[:, e < mu]
    return occupied @ occupied.T


R = np.sqrt(DELTA**2 + 4 * HOP**2)
kappa0 = np.arcsinh(DELTA / (2 * HOP))
th = np.tanh(kappa0)
x_grid = np.linspace(-14, 14, 2801)     # w = Delta sinh x
x_step = x_grid[1] - x_grid[0]


def f_scaled(d):
    """f(d) * exp(2 kappa0 d) by trapezoidal quadrature."""
    w_big = DELTA * np.cosh(x_grid)
    kap = np.arcsinh(w_big / (2 * HOP))
    y = np.exp(-2 * (kap - kappa0) * d) / np.sqrt(w_big**2 + 4 * HOP**2)
    return DELTA / (2 * np.pi) * x_step * y.sum()


def f_cut(d):
    return f_scaled(d) * np.exp(-2 * kappa0 * d)


def f_asym(d):
    return 0.5 * np.sqrt(th / (np.pi * d)) * np.exp(-2 * kappa0 * d)


def kappa_gap(energy):
    return np.arcsinh(np.sqrt(DELTA**2 - energy**2) / (2 * HOP))


# Dyson round-trip identity on a random layered Hamiltonian, 3 orbitals a layer
rng = np.random.default_rng(3)
width, layers, kept = 3, 7, 4
a = rng.normal(size=(width * layers, width * layers))
layer = np.arange(width * layers) // width
h_rand = (a + a.T) * (abs(layer[:, None] - layer[None, :]) <= 1)
z0 = 0.3 + 0.7j
G = np.linalg.inv(z0 * np.eye(len(h_rand)) - h_rand)
C, P = slice(0, kept * width), slice(kept * width, (kept + 1) * width)
g = np.linalg.inv(z0 * np.eye(kept * width) - h_rand[C, C])
round_trip = G[C, P] @ np.linalg.inv(G[P, P]) @ G[P, C]
dyson_gap = np.abs(G[C, C] - g - round_trip).max()
assert dyson_gap < 1e-10
assert np.abs(round_trip).max() > 1e-4

# bulk chain
e_ring, u_ring = np.linalg.eigh(ring_chain())
bulk = projector(ring_chain())
gap = e_ring[e_ring > 0].min() - e_ring[e_ring < 0].max()
assert abs(gap - 2 * DELTA) < 1e-3 * DELTA


def green(z, n, p):
    z = np.atleast_1d(z)
    return ((u_ring[n] * u_ring[p]) / (z[:, None] - e_ring)).sum(axis=1)


# closed form of the bulk Green's function on the imaginary axis
for w in (0.0, 0.7, 3.0):
    big = np.sqrt(DELTA**2 + w**2)
    kap = np.arcsinh(big / (2 * HOP))
    f0 = 1 / (big * np.sqrt(big**2 + 4 * HOP**2))
    for p in (200, 201):
        for d in (0, 1, 2, 5, 8):
            amp = -(1j * w + sign(p) * DELTA) if d % 2 == 0 else big
            formula = amp * f0 * (-1) ** (d // 2) * np.exp(-kap * d)
            assert abs(green(1j * w, p - d, p)[0] - formula) < 1e-12

# decay rate at real energies inside the gap, largest at the middle
rates = []
for energy in (-0.8 * DELTA, 0.0, 0.5 * DELTA, 0.8 * DELTA):
    ratio = green(energy, 190, 200)[0] / green(energy, 188, 200)[0]
    rates.append(0.5 * np.log(abs(ratio)))
    assert abs(rates[-1] - kappa_gap(energy)) < 1e-9
assert np.argmax(rates) == 1

# one cut: diagonalized long half chain against the quadrature formula
worst_one_cut = 0.0
for p in (200, 201):
    occ = np.diag(projector(open_chain(0, p - 1)))
    for d in range(1, 26):
        n = p - d
        diff = occ[n] - bulk[n, n] - sign(p) * f_cut(d)
        worst_one_cut = max(worst_one_cut, abs(diff))
assert worst_one_cut < 1e-12

# energy integral with mu away from midgap gives the same density error
nodes, weights = np.polynomial.legendre.leggauss(600)
theta = 0.5 * np.pi * nodes
omega = DELTA * np.tan(theta)
d_omega = 0.5 * np.pi * weights * DELTA / np.cos(theta)**2
mu_off = 0.8 * DELTA
z_line = mu_off + 1j * omega
trip = green(z_line, 188, 200)**2 / green(z_line, 200, 200)
delta_line = -(trip * d_omega).sum().real / (2 * np.pi)
assert abs(delta_line - f_cut(12)) < 1e-11

# asymptotic law and its first correction
correction = -(1 + th**2) / (16 * th)
for d in (10, 100, 1000):
    tail = 0.5 * np.sqrt(th / (np.pi * d))
    assert abs(f_scaled(d) / tail - 1) < 0.5 / d
measured_corr = 1000 * (f_scaled(1000) / (0.5 * np.sqrt(th / (1000 * np.pi))) - 1)
assert abs(measured_corr - correction) < 0.01


# one-way decay of the density matrix; relative corrections are of order 1/d
def one_way(d):
    return np.sqrt(th / (2 * np.pi * d)) * np.exp(-kappa0 * d)


for d in (40, 41):
    assert abs(abs(bulk[0, d]) / one_way(d) - 1) < 2 / d

# fragments with a buffer on both sides
core_sites = np.arange(CORE)
bulk_core = np.diag(bulk)[:CORE]
max_err, two_cut = {}, {}
for b in range(1, 31):
    occ = np.diag(projector(open_chain(-b, CORE - 1 + b)))
    err = occ[b:b + CORE] - bulk_core
    right, left = CORE + b, -b - 1
    model = np.array([sign(right) * f_cut(right - n)
                      + sign(left) * f_cut(n - left) for n in core_sites])
    max_err[b], two_cut[b] = np.abs(err).max(), np.abs(model).max()
    if b >= 2:
        # neglected cross terms are about 2 f(L); 1e-13 covers rounding
        assert np.abs(err - model).max() < 3 * f_cut(right - left) + 1e-13
    if b <= 22:
        assert np.argmax(np.abs(err)) in (0, CORE - 1)
raw_rate = np.log(max_err[18] / max_err[22]) / 4
rate = np.log(max_err[18] * np.sqrt(19) / (max_err[22] * np.sqrt(23))) / 4
assert abs(rate - 2 * kappa0) < 0.005

b_need = next(b for b in max_err if max_err[b] < TARGET)
d_one_way = next(d for d in range(1, 100) if abs(bulk[0, d]) < TARGET)

# alternating hoppings, strong bond cut: an end level appears in the gap
STRONG, WEAK = 2.5, 1.5
edge = np.sqrt(DELTA**2 + (STRONG - WEAK)**2)
mu_high = 1.65
bulk_alt = np.diag(projector(ring_chain(STRONG, WEAK)))
h_end = open_chain(0, 200, STRONG, WEAK)
levels = np.linalg.eigvalsh(h_end)
in_gap = levels[np.abs(levels) < edge - 1e-6]
assert len(in_gap) == 1 and abs(in_gap[0] - DELTA) < 1e-9
err_low = np.diag(projector(h_end, 0.0)) - bulk_alt[:201]
err_high = np.diag(projector(h_end, mu_high)) - bulk_alt[:201]
r = WEAK / STRONG
for d in range(1, 30):
    weight = (1 - r**2) * r**(d - 1) if d % 2 else 0.0
    assert abs(err_high[201 - d] - err_low[201 - d] - weight) < 1e-11


def two_kappa_alt(energy):
    top = DELTA**2 + STRONG**2 + WEAK**2 - energy**2
    return np.arccosh(top / (2 * STRONG * WEAK))


d1, d2 = 15, 27
rate_low = np.log(abs(err_low[201 - d1] / err_low[201 - d2])
                  * np.sqrt(d1 / d2)) / (d2 - d1)
rate_high = np.log(abs(err_high[201 - d1] / err_high[201 - d2])) / (d2 - d1)
assert abs(rate_low - two_kappa_alt(0.0)) < 0.01
assert abs(rate_high - two_kappa_alt(in_gap[0])) < 1e-3

print(f"hopping t = {HOP:.2f} eV, Delta = {DELTA:.2f} eV")
print(f"band gap 2 Delta = {2 * DELTA:.2f} eV")
print(f"sqrt(Delta^2 + 4 t^2) = {R:.4f} eV")
print(f"kappa0 = {kappa0:.4f} per site, tanh kappa0 = {th:.4f}")
print(f"2 kappa0 = {2 * kappa0:.4f} per site")
print(f"error factor per buffer site exp(-2 kappa0) = {np.exp(-2*kappa0):.4f}")
print(f"kappa at E = {mu_off:.2f} eV: {kappa_gap(mu_off):.4f} per site")
print(f"bulk occupation, high-energy site = {bulk[0, 0]:.6f}")
print(f"bulk occupation, low-energy site = {bulk[1, 1]:.6f}")
print(f"Dyson identity, largest mismatch = {dyson_gap:.1e} (random units)")
print(f"one cut, largest formula mismatch = {worst_one_cut:.1e} electrons")
print(f"one cut, d = 12, f = {f_cut(12):.6e} electrons")
print(f"same from line at mu = {mu_off:.2f} eV: {delta_line:.6e} electrons")
print(f"1/d correction coefficient: formula {correction:.4f}, "
      f"quadrature {measured_corr:.4f}")
print(f"core = {CORE} sites; largest core error in electrons per spin orbital")
print("b | diagonalization | two-cut formula | one-cut asymptotic law")
for b in (2, 6, 10, 14, 18, 22):
    print(f"{b:2d} | {max_err[b]:.4e} | {two_cut[b]:.4e} | {f_asym(b + 1):.4e}")
print(f"raw decay rate, b = 18 to 22: {raw_rate:.4f} per site")
print(f"rate after removing d^(-1/2): {rate:.4f} per site")
print(f"target error = {TARGET:.0e} electrons")
print(f"smallest buffer below target: b = {b_need} sites, d = {b_need + 1}")
print(f"error at that buffer = {max_err[b_need]:.3e} electrons")
print(f"density matrix first below target at distance {d_one_way} sites")
print(f"|density matrix| at d = {b_need + 1}: {abs(bulk[0, b_need + 1]):.3e}")
print(f"alternating hoppings = {STRONG:.2f} and {WEAK:.2f} eV")
print(f"gap edges = +-{edge:.4f} eV, end level = {in_gap[0]:.4f} eV")
print(f"mu = 0 eV: error rate {rate_low:.4f}, "
      f"2 kappa(0) = {two_kappa_alt(0.0):.4f} per site")
print(f"mu = {mu_high:.2f} eV: error rate {rate_high:.4f}, "
      f"2 kappa(end level) = {two_kappa_alt(in_gap[0]):.4f} per site")
print(f"error at d = {d1}: mu = 0 eV {abs(err_low[201 - d1]):.3e}, "
      f"mu = {mu_high:.2f} eV {abs(err_high[201 - d1]):.3e} electrons")
print("all good")
```

Printed output:

```
hopping t = 2.00 eV, Delta = 1.50 eV
band gap 2 Delta = 3.00 eV
sqrt(Delta^2 + 4 t^2) = 4.2720 eV
kappa0 = 0.3667 per site, tanh kappa0 = 0.3511
2 kappa0 = 0.7334 per site
error factor per buffer site exp(-2 kappa0) = 0.4802
kappa at E = 1.20 eV: 0.2231 per site
bulk occupation, high-energy site = 0.222817
bulk occupation, low-energy site = 0.777183
Dyson identity, largest mismatch = 5.0e-16 (random units)
one cut, largest formula mismatch = 2.3e-15 electrons
one cut, d = 12, f = 7.147658e-06 electrons
same from line at mu = 1.20 eV: 7.147658e-06 electrons
1/d correction coefficient: formula -0.1999, quadrature -0.1998
core = 6 sites; largest core error in electrons per spin orbital
b | diagonalization | two-cut formula | one-cut asymptotic law
 2 | 9.8791e-03 | 9.9117e-03 | 1.0690e-02
 6 | 3.5516e-04 | 3.5522e-04 | 3.7226e-04
10 | 1.5192e-05 | 1.5193e-05 | 1.5797e-05
14 | 6.9458e-07 | 6.9458e-07 | 7.1959e-07
18 | 3.2897e-08 | 3.2897e-08 | 3.4011e-08
22 | 1.5926e-09 | 1.5926e-09 | 1.6444e-09
raw decay rate, b = 18 to 22: 0.7570 per site
rate after removing d^(-1/2): 0.7331 per site
target error = 1e-06 electrons
smallest buffer below target: b = 14 sites, d = 15
error at that buffer = 6.946e-07 electrons
density matrix first below target at distance 30 sites
|density matrix| at d = 15: 2.654e-04
alternating hoppings = 2.50 and 1.50 eV
gap edges = +-1.8028 eV, end level = 1.5000 eV
mu = 0 eV: error rate 0.8982, 2 kappa(0) = 0.9002 per site
mu = 1.65 eV: error rate 0.5108, 2 kappa(end level) = 0.5108 per site
error at d = 15: mu = 0 eV 1.979e-07, mu = 1.65 eV 5.013e-04 electrons
all good
```
